# Threshold Voltage Variance from Independent Two-Value Metal-Gate Grains

## Form of the answer

Let a metal gate of length $L$ and width $W$ consist of square grains of side $G$. The work function of a grain depends on which crystal face it turns towards the insulator. Let there be two such orientations, so that each grain has one of two work functions, $\Phi_H$ with probability $p$ or $\Phi_L<\Phi_H$ with probability $1-p$. Define the voltage

$$D=\frac{\Phi_H-\Phi_L}{q},$$

where $q$ is the positive elementary charge. If the threshold voltage responds linearly to the work functions, $D$ is the sole voltage scale of its fluctuations, and dimensional analysis gives

$$\sigma_{V_T}=D\,F\!\left(p,\frac LG,\frac WG\right).$$

Two further arguments restrict $F$. First, the variance of one two-value variable is a second moment, linear in $p$, minus a squared mean, quadratic in $p$. It vanishes at $p=0$ and $p=1$, where all grains are alike, so it is a constant times $p(1-p)$. At $p=1/2$ the value lies $\pm D/2$ from its mean, the variance is $D^2/4$, and the constant is therefore $D^2$. Second, the average of $N$ independent, equally weighted grains has $1/N$ of the single-grain variance. With $N=LW/G^2$ whole grains,

$$\boxed{\sigma_{V_T}=D\sqrt{p(1-p)}\,\frac{G}{\sqrt{LW}}}\tag{1}$$

This argument assumes that the threshold is an equally weighted average over the gate, that the grains are equal and whole, and that they are independent. The first assumption is derived below to leading order. The second is then relaxed.

## Why the threshold is an area average

Take an n-channel transistor at small drain bias. With all other charges fixed, a uniform rise of the metal work function by $\delta\Phi$ raises the flat-band voltage, and hence the threshold, by $\delta\Phi/q$. Measure thresholds from that of a gate made entirely of low-value grains. In a local description, the point $(x,y)$ of the channel then has the threshold

$$v(x,y)=D\,s(x,y),\qquad s=0\text{ or }1,$$

with $s=1$ under a high-value grain. Lateral electrostatic smoothing, edge fields and other sources of variability are left out.

In subthreshold the carrier density is exponential in the gate voltage $V_G$. With constant mobility the sheet conductance is

$$g(x,y)=g_*\exp\!\left[\frac{V_G-v(x,y)}{n\phi_t}\right],\qquad \phi_t=\frac{k_BT}{q},$$

where $n$ is the subthreshold slope factor and $g_*$ a constant. Let $\varphi$ be the potential whose gradient drives the current. It is fixed at $U$ and $0$ on the two contacts, no current crosses the side edges, and $\nabla\!\cdot(g\nabla\varphi)=0$ inside. The dissipated power defines the total conductance $K$:

$$KU^2=\int g\,|\nabla\varphi|^2\,dA.$$

Change $g$ by a small $\delta g$ at fixed $U$. To first order,

$$U^2\delta K=\int\delta g\,|\nabla\varphi|^2dA+2\int g\,\nabla\varphi\cdot\nabla\delta\varphi\,dA.$$

Integration by parts turns the last integral into

$$\int g\,\nabla\varphi\cdot\nabla\delta\varphi\,dA=\oint\delta\varphi\,g\,\partial_\nu\varphi\,d\ell-\int\delta\varphi\,\nabla\!\cdot(g\nabla\varphi)\,dA=0,$$

where $\partial_\nu$ is the outward normal derivative. The boundary term vanishes because $\delta\varphi=0$ on the contacts and $g\,\partial_\nu\varphi=0$ on the sides. The area term vanishes by current conservation.

For a uniform starting channel, $|\nabla\varphi|=U/L$ and $K_0=g_0W/L$. Therefore

$$\frac{\delta K}{K_0}=\frac{L}{g_0W}\,\frac1{L^2}\int\delta g\,dA=\frac1{LW}\int\frac{\delta g}{g_0}\,dA.$$

Every part of the gate area has the same weight because the unperturbed field is uniform. This holds for a long channel. If the starting conductance $g_0(x)$ varies along the channel, current conservation gives $|\nabla\varphi|\propto1/g_0$, and a relative change $\delta g/g_0$ is weighted by $g_0|\nabla\varphi|^2\propto1/g_0(x)$, so the least conducting part of the channel counts most.

Define the threshold as the gate voltage at which $K$ reaches a fixed subthreshold value. Since $V_G$ multiplies all local conductances by the same factor, a conductance lowered from $K[0]$ to $K[v]$ is restored by raising the gate voltage by

$$V_T=-n\phi_t\ln\frac{K[v]}{K[0]}.\tag{2}$$

To first order $\delta g/g_0=-v/(n\phi_t)$. The two minus signs cancel, and so do the factors $n\phi_t$:

$$V_T=\frac1{LW}\int v\,dA+O\!\left(\frac{D^2}{n\phi_t}\right).\tag{3}$$

The slope factor and the temperature drop out of the leading term. They return in the error term, which sets the range of validity in this local model.

## Variance for given grain areas

Let grain $i$ cover a fraction $f_i$ of the gate, with $\sum_i f_i=1$. Its variable $s_i$ is 1 with probability $p$ and 0 otherwise. Linear response gives

$$V_T=D\sum_i f_is_i.\tag{4}$$

Because $s_i^2=s_i$,

$$\langle s_i\rangle=p,\qquad \operatorname{Var}s_i=\langle s_i^2\rangle-\langle s_i\rangle^2=p-p^2=p(1-p).$$

The mean threshold is $D\sum_i f_ip=pD$, whatever the grain sizes. Squaring the deviation from the mean,

$$\operatorname{Var}V_T=D^2\sum_{i,j}f_if_j\,\langle(s_i-p)(s_j-p)\rangle.$$

For $i\ne j$ independence makes the average a product of two zero means. The diagonal terms remain:

$$\operatorname{Var}V_T=D^2p(1-p)\sum_i f_i^2.\tag{5}$$

If neighbouring grains had correlated orientations, the terms $D^2f_if_j\operatorname{Cov}(s_i,s_j)$ would have to be added. Net positive covariance raises the variance above (5).

### Equal whole grains

With $f_i=1/N$,

$$\sum_i f_i^2=N\,\frac1{N^2}=\frac1N=\frac{G^2}{LW},$$

and (5) becomes (1). At fixed $p$ and $D$, doubling the grain side doubles $\sigma_{V_T}$, while doubling the gate area divides it by $\sqrt2$. If both gate sides shrink by a factor $\kappa$ and the grains do not, $\sigma_{V_T}$ grows by $\kappa$, as long as the gate still holds whole grains.

The factor $\sqrt{p(1-p)}$ is unchanged under $p\to1-p$, which exchanges the two orientations. Since $p(1-p)=\tfrac14-(p-\tfrac12)^2$, it is largest at $p=1/2$ and varies slowly there. A strong reduction needs one dominant orientation. Changing $p$ also moves the mean threshold $pD$, so the two effects must be considered together.

The full distribution follows as well. With $k$ high-value grains, $V_T=Dk/N$, and $k$ is binomial. A simulation with few grains should draw $k$ itself, because a Gaussian of the same variance has neither the discrete values nor the bounds $0\le V_T\le D$.

### Unequal whole grains

Let $N$ whole grains have areas $a_i$, mean area $\bar a$ and coefficient of variation $c$, the standard deviation of the areas divided by $\bar a$. Then $\sum_i a_i^2=N\bar a^2(1+c^2)$ and the gate area is $N\bar a$, so

$$\sum_i f_i^2=\frac{N\bar a^2(1+c^2)}{N^2\bar a^2}=\frac{1+c^2}{N}.\tag{6}$$

For a given number of grains, equal areas give the smallest variance. Equation (1) can still be used if $G^2$ is replaced by

$$G_{\rm eff}^2=\bar a(1+c^2)=\frac{\sum_i a_i^2}{\sum_i a_i}.$$

This is an area-weighted mean area: a grain shifts the threshold in proportion to its area, so its contribution to the variance grows as the area squared. The result assumes that orientation is independent of grain size.

## Grains cut by the gate edge

Grain boundaries need not coincide with gate edges. Suppose the square lattice is parallel to the gate sides, and its offset is uniformly random and independent in the two directions from device to device. Cut grains are then smaller than $G^2$, and (1) needs a correction.

For two gate points with separation $(x,y)$, let $P$ be the probability that they lie in the same grain. If they do, $\langle ss'\rangle=p$. If not, $\langle ss'\rangle=p^2$. Hence

$$\operatorname{Cov}(s,s')=Pp+(1-P)p^2-p^2=p(1-p)P.$$

In one dimension, a boundary falls between points a distance $|x|<G$ apart with probability $|x|/G$. The two offsets are independent, so

$$P=\left(1-\frac{|x|}G\right)_+\left(1-\frac{|y|}G\right)_+,$$

where $(z)_+$ means $z$ for positive $z$ and zero otherwise. Averaging the covariance over all pairs of gate points separates the two directions:

$$\boxed{\sigma_{V_T}^2=D^2p(1-p)\,h\!\left(\frac LG\right)h\!\left(\frac WG\right)}\tag{7}$$

On a side of length $L$, the pairs with separation $r$ have total weight $2(L-r)\,dr$. With $l=L/G$ and $u=r/G$,

$$h(l)=\frac2{l^2}\int_0^{\min(l,1)}(l-u)(1-u)\,du.$$

The integrand is $l-(l+1)u+u^2$. For $l\ge1$ the upper limit is 1, and

$$h(l)=\frac2{l^2}\left(l-\frac{l+1}2+\frac13\right)=\frac2{l^2}\left(\frac l2-\frac16\right)=\frac1l-\frac1{3l^2}.$$

For $l\le1$ the upper limit is $l$, and

$$h(l)=\frac2{l^2}\left(l^2-\frac{l^3+l^2}2+\frac{l^3}3\right)=\frac2{l^2}\left(\frac{l^2}2-\frac{l^3}6\right)=1-\frac l3.$$

Both expressions give $2/3$ at $l=1$.

### Three limits

When both gate sides are at least $G$, (7) reads

$$\sigma_{V_T}^2=D^2p(1-p)\frac{G^2}{LW}\left(1-\frac G{3L}\right)\left(1-\frac G{3W}\right).\tag{8}$$

Equation (1) is recovered for small grains. The correction is negative and of first order in $G/L$ and $G/W$, so it fades slowly.

When the grain is larger than both sides,

$$\sigma_{V_T}^2=D^2p(1-p)\left(1-\frac L{3G}\right)\left(1-\frac W{3G}\right),$$

which tends to the single-grain value $D^2p(1-p)$. This value is an upper bound for (5), because $\sum_i f_i^2\le\sum_i f_i=1$. Equation (1) violates the bound when $G^2>LW$ and must not be used there.

The intermediate case $W\ll G\ll L$ is a narrow gate crossed by a single row of grains. Here $h(W/G)\to1$ and $h(L/G)\to G/L$, so

$$\sigma_{V_T}\simeq D\sqrt{p(1-p)}\sqrt{\frac GL}.$$

The deviation now grows as $\sqrt G$, not as $G$, and no longer depends on $W$ to leading order. A small value of $G^2/(LW)$ is therefore not enough to justify (1): both $L/G$ and $W/G$ must be large, or the grains must really fit the gate.

## Worked example

Take the round model parameters $D=200$ mV, $p=0.6$, $G=5$ nm, $L=40$ nm and $W=20$ nm. They are chosen for illustration and are not fitted to a measured gate. The number of whole grains is

$$N=\frac{40\times20}{5^2}=32.$$

The mean threshold is $0.6\times200=120$ mV above that of the all-low gate. One grain covering the whole gate would give

$$200\sqrt{0.6\times0.4}=97.98\ \text{mV},$$

and 32 equal grains give

$$\sigma_{V_T}=\frac{97.98}{\sqrt{32}}=17.32\ \text{mV}=0.01732\ \text{V}.$$

For the same gate, $p=0.5$ gives 17.68 mV and $p=0.9$ gives 10.61 mV. Moving from $p=0.6$ to $0.9$ thus lowers the deviation by about 39%, but shifts the mean by $0.3\times200=60$ mV.

To reach a target $\sigma_{V_T}=10$ mV at $p=0.6$, solve (1) for the area:

$$LW=\frac{D^2p(1-p)G^2}{\sigma_{V_T}^2}=\frac{200^2\times0.24\times25}{10^2}=2400\ \text{nm}^2.$$

This is three times the original area and holds 96 grains.

For a randomly placed lattice, (8) gives the variance factor

$$\left(1-\frac5{120}\right)\left(1-\frac5{60}\right)=0.878,$$

so the deviation falls to $17.32\sqrt{0.878}=16.23$ mV. Cutting grains at the edges makes the average of $\sum_i f_i^2$ smaller than $1/32$. The difference between the two laws grows with grain size:

| $G$ (nm) | Equation (1) (mV) | Equation (7) (mV) |
|---:|---:|---:|
| 5 | 17.32 | 16.23 |
| 10 | 34.64 | 30.28 |
| 20 | 69.28 | 51.64 |
| 40 | 138.56 | 73.03 |
| 80 | 277.13 | 85.63 |

The last two entries of the middle column exceed the bound of 97.98 mV. The right-hand column approaches that bound slowly: even at $G=80$ nm a grain boundary can cross the gate. Sampling randomly placed gates reproduces the right-hand column within the tested tolerance of 1.2%.

The effect of unequal areas is shown by a separate gate of eight whole grains with mean area 25 nm² and $c=0.3742$. Equal grains would give $97.98/\sqrt8=34.64$ mV. Equation (6) gives

$$34.64\sqrt{1+0.3742^2}=36.99\ \text{mV},$$

an increase of about 7%. Enumeration of all work-function patterns confirms the formula.

## When the area average fails

Equation (3) requires $D$ to be small compared with $n\phi_t$ if the channel follows the local threshold without smoothing. At 300 K and $n=1.2$, $n\phi_t=31.02$ mV. The example has $D/(n\phi_t)=6.4$, so its 200 mV contrast is far outside the range in which (3) has been justified for this local model.

Two striped gates show what goes wrong. Let a fraction $f$ of the area be high-value, and write $b=n\phi_t$. If the stripes cross the full width, the current passes through them in series and resistances add:

$$V_T^{\rm series}=b\ln\!\left(1-f+fe^{D/b}\right).$$

If the stripes run from contact to contact, conductances add:

$$V_T^{\rm parallel}=-b\ln\!\left(1-f+fe^{-D/b}\right).$$

To find the first corrections, expand the exponentials to second order and use $\ln(1+z)=z-z^2/2+\dots$. In the series case $z=fD/b+fD^2/(2b^2)$, so the second-order part of the logarithm is $(f-f^2)D^2/(2b^2)$. The parallel case follows by changing the sign of $b$. Thus

$$V_T=fD\pm\frac{f(1-f)D^2}{2n\phi_t}+\dots,$$

with the plus sign for series. The leading term is the area average in both cases, as (3) requires. For $f=1/3$ and $D=1$ mV the correction has magnitude $0.2222/(2\times31.02)=0.0036$ mV. This agrees with the largest departure, 0.003594 mV, found among all 512 patterns of a $3\times3$ grain gate. Halving $D$ reduces that departure to 0.000897 mV, a factor of about four, as expected for a quadratic error.

At $D=200$ mV the same fraction $f=1/3$ gives about 166 mV in series and 13 mV in parallel, while the area average is 67 mV. A high-value stripe across the width blocks the current, whereas one along the length leaves easy paths beside it. The arrangement of the grains now matters, and (4) contains no information about it.

The sheet equation was solved for every pattern of the $3\times3$ gate, whose sides are 15 nm, with six mesh cells per grain side:

| $D$ (mV) | $\sigma_{V_T}$ linear (mV) | $\sigma_{V_T}$ sheet (mV) |
|---:|---:|---:|
| 1 | 0.163 | 0.163 |
| 20 | 3.27 | 3.34 |
| 200 | 32.7 | 59.8 |

At 20 mV the sheet result is about 2% above the linear one. At 200 mV it is larger by a factor of 1.83 on this mesh. Doubling the number of mesh cells per grain side changes the sheet deviation only from 59.84 to 59.69 mV, but this small change does not prove convergence. Where grains of the same kind meet only at a corner, the current crowds through that point, and a uniform mesh resolves it very slowly. The converged deviation is near 61 mV, so the large discrepancy with the linear law is real. The mean threshold is more sensitive: this mesh gives 140 mV, whereas the converged value is near 130 mV, compared with 120 mV in the linear law. The factor 1.83 belongs to this nine-grain gate and should not be transferred to the 32-grain example, for which the sheet equation was not solved.

The unsmoothed sheet is itself an idealization. In a transistor the gate potential reaches the channel through the insulator and the semiconductor, which spreads it laterally. Suppose this replaces $v(x,y)$ by a smoother field with the same average over the gate and with variations small compared with $n\phi_t$. The first-order argument can then be made about a uniform channel at that average, and (4) holds again to leading order even for large $D$. This still assumes a uniform starting channel. In a gate a few tens of nanometres long, the source and drain bend the bands near the contacts, and the subthreshold current is controlled by the barrier top in mid-channel. Grains there weigh more than their area fraction, and grains next to the contacts weigh less. The $f_i$ in (4) and (5) must then be replaced by these response weights. For equal whole grains, unequal weights raise $\sum_i f_i^2$ above $1/N$ and the deviation above (1). Whether a given device meets both conditions has to be settled by its three-dimensional electrostatics. Until then, the 17.32 mV and 16.23 mV above are results of the linear model, not device predictions.

## Implementation

Use one voltage unit for $D$ and $\sigma_{V_T}$, and one length unit for $G$, $L$ and $W$. The choice of formula depends on what is known about the grains:

1. For equal whole grains, use (1).
2. For a known set of grain areas under the gate, including cut grains, compute $\sum_i f_i^2$ and use (5).
3. For a square lattice with random offset, use (7), selecting the branch of $h$ separately for each side.

To sample individual devices in the third case, draw two offsets uniformly between 0 and $G$, compute the overlap fractions $f_i$, draw each $s_i$ independently, and evaluate (4). The offsets must be redrawn for each device. Since the mean $pD$ does not depend on the offset, the total variance is the offset average of (5), with no additional term from a shifting mean.

The parameter $p$ is a probability per grain. It equals the expected area fraction of high-value metal if orientation and grain size are independent. If a measured area fraction is used where large grains favour one orientation, neither (5) nor (7) applies without modification.

The numerical output below lists values for equal and unequal whole grains and for the randomly placed lattice.

## Numbers as computed

```
Work-function difference / charge D = 200 mV; p = 0.60
Grain side G = 5.0 nm; gate L = 40 nm, W = 20 nm
Gate area = 800 nm^2; number of whole grains = 32
Single-grain sigma = 97.98 mV
Mean threshold above all-low gate = 120.00 mV
Sigma, whole equal grains = 17.32 mV
Sigma at p = 0.1, same gate = 10.61 mV
Sigma at p = 0.3, same gate = 16.20 mV
Sigma at p = 0.5, same gate = 17.68 mV
Sigma at p = 0.9, same gate = 10.61 mV
Area for sigma = 10 mV: 2400 nm^2 (96 grains)
Unequal grain areas (nm^2): 10 15 20 25 25 30 35 40
Their mean = 25.0 nm^2; coefficient of variation = 0.3742
Sigma of 8 grains: equal 34.64 mV, unequal 36.99 mV
Random lattice under the 40 nm x 20 nm gate:
G (nm) | G^2/(LW) | h(L/G) | h(W/G) | simple, lattice, sampled sigma (mV)
  5.0 | 0.03125 | 0.11979 | 0.22917 | 17.32, 16.23, 16.22
 10.0 | 0.12500 | 0.22917 | 0.41667 | 34.64, 30.28, 30.32
 20.0 | 0.50000 | 0.41667 | 0.66667 | 69.28, 51.64, 51.61
 40.0 | 2.00000 | 0.66667 | 0.83333 | 138.56, 73.03, 73.10
 80.0 | 8.00000 | 0.83333 | 0.91667 | 277.13, 85.63, 85.55
Sheet model: T = 300 K, n = 1.2, kT/q = 25.852 mV, n kT/q = 31.022 mV
Sheet gate: 15 nm x 15 nm, 512 grain patterns
D (mV) | mean linear, sheet (mV) | sigma linear, sheet (mV) | sigma ratio
  0.5 | 0.3000, 0.3000 | 0.0816, 0.0816 | 1.0000
  1.0 | 0.6000, 0.6001 | 0.1633, 0.1633 | 1.0000
 20.0 | 12.0000, 12.0462 | 3.2660, 3.3388 | 1.0223
200.0 | 120.0000, 140.1399 | 32.6599, 59.8378 | 1.8321
Largest departure from area average: 0.000897 mV at D = 0.5 mV, 0.003594 mV at D = 1 mV
Sheet sigma at D = 200 mV: 59.84 mV (6 cells per grain side), 59.69 mV (12 cells)
```
